\section*{Thomson shift of the hottest point in a Joule-heated line}

\section{A line with weak Thomson heating}

A thin metal line occupies $-L/2<x<L/2$. Heat can leave it through its two ends, which are held at the same temperature $T_0$, but not through its sides. A steady current density $j$, counted positive along $+x$, heats it. The resistivity $\rho$ and the thermal conductivity $\kappa$ are constant.

Without thermoelectric effects, the steady temperature obeys $\kappa T''+\rho j^2=0$, where a prime means $d/dx$. Two integrations and the end conditions give
\begin{equation}
\theta_0=T-T_0=\frac{\rho j^2}{2\kappa}\left(\frac{L^2}{4}-x^2\right),\qquad
\theta_0'=-\frac{\rho j^2}{\kappa}x .
\label{eq:parabola}
\end{equation}
The hottest point is the centre, whatever the sign of $j$.

Now let the metal have a Thomson coefficient $\tau$. The convention is that Thomson heating per volume equals $-\tau jT'$: for $\tau>0$, a current running towards hotter metal absorbs heat. On the parabola this heating is
\begin{equation}
-\tau j\theta_0'=\frac{\tau\rho j^3}{\kappa}x .
\end{equation}
For $\tau j>0$ it adds heat in the right half and removes the same amount from the left half, so the hottest point must move to the right. If the effect is weak, the correction $\theta_1$ to the temperature satisfies
\begin{equation}
\kappa\theta_1''=\tau j\theta_0'
\quad\Longrightarrow\quad
\theta_1''=-\frac{\tau\rho j^3}{\kappa^2}x .
\end{equation}
Integrating twice gives $-\tau\rho j^3x^3/(6\kappa^2)$ plus a linear function. The conditions $\theta_1(\pm L/2)=0$ fix that function:
\begin{equation}
\theta_1=\frac{\tau\rho j^3}{6\kappa^2}\left(\frac{L^2}{4}x-x^3\right).
\label{eq:cubic}
\end{equation}
At the hottest point $\theta_0'+\theta_1'=0$. Near the centre the $x^2$ term in $\theta_1'$ is of higher order, so
\begin{equation}
-\frac{\rho j^2}{\kappa}x+\frac{\tau\rho j^3L^2}{24\kappa^2}=0
\quad\Longrightarrow\quad
x_*=\frac{\tau jL^2}{24\kappa}.
\label{eq:first}
\end{equation}
Joule heating grows as $j^2$ and Thomson heating, to leading order, as $j^3$. Their ratio, which sets the shift, is therefore linear in $j$ to leading order and changes sign with the current.

\section{The heat equation}

\paragraph{Lemma 1.} In a steady state with constant $\kappa$, $\rho$ and $\tau$,
\begin{equation}
\kappa T''+\rho j^2-\tau jT'=0,\qquad \tau=T\frac{dS}{dT},
\label{eq:heat}
\end{equation}
where $S$ is the Seebeck coefficient.

\paragraph{Proof.} The heat flux $q$ has a conducted part and a part carried by the current. The field $E$, the negative gradient of the electrochemical potential per unit charge, has an ohmic and a thermoelectric part:
\begin{equation}
q=-\kappa T'+TSj,\qquad E=\rho j+ST'.
\end{equation}
The current density is uniform because charge is conserved. In a steady state the heat flowing out of a slice equals the electrical power supplied to it, so $q'=jE$. Since $S'=(dS/dT)T'$, the two sides are
\begin{align}
q'&=-\kappa T''+jST'+jT\frac{dS}{dT}T',\\
jE&=\rho j^2+jST'.
\end{align}
The terms $jST'$ cancel, which leaves \eqref{eq:heat}. $\square$

A constant $\tau$ means $dS/dT=\tau/T$, hence $S=S_0+\tau\ln(T/T_1)$ with a reference temperature $T_1$. The constant $S_0$ drops out of the equation for the temperature inside the line. It matters at junctions with another metal, which are treated in Section 5.

\section{The theorem}

Let $s=x/L$ and $u=T-T_0$, and define
\begin{equation}
p=\frac{\tau jL}{2\kappa},\qquad G=\frac{\rho j^2L^2}{\kappa}.
\end{equation}
The number $p$ carries the sign of $\tau j$, and $G$ is a temperature. By \eqref{eq:parabola} the slope at an end has magnitude $\rho j^2L/(2\kappa)$. The Thomson heating there, divided by the Joule heating $\rho j^2$, is then $|\tau j|L/(2\kappa)=|p|$. To leading order $|p|$ is thus the ratio of the two heat densities at the ends.

\paragraph{Theorem.} Let $\rho,\kappa>0$ and $\tau\neq0$ be constant, let the sides be insulated, let both ends be at $T_0$, and let $j\neq0$. Then the line has exactly one hottest point,
\begin{equation}
x_*=\frac{L}{2p}\ln\frac{\sinh p}{p}.
\label{eq:exact}
\end{equation}
It is an odd function of $j$, and for small $|p|$
\begin{equation}
x_*=\frac{\tau jL^2}{24\kappa}\left[1-\frac{p^2}{30}+O(p^4)\right].
\label{eq:law}
\end{equation}
The shift is along the current for $\tau>0$ and against it for $\tau<0$.

\paragraph{Lemma 2.} Under these assumptions
\begin{equation}
u(s)=\frac{G}{2p}\left[s+\frac{\coth p}{2}-\frac{e^{2ps}}{2\sinh p}\right].
\label{eq:profile}
\end{equation}

\paragraph{Proof of Lemma 2.} From here on a prime on $u$ means $d/ds$. Multiplying \eqref{eq:heat} by $L^2/\kappa$ gives
\begin{equation}
u''-2pu'+G=0,\qquad u(\pm\tfrac12)=0 .
\label{eq:scaled}
\end{equation}
A particular solution is $Gs/(2p)$, and the homogeneous equation is solved by a constant and by $e^{2ps}$. Hence $u=Gs/(2p)+B+Ce^{2ps}$, with
\begin{align}
\frac{G}{4p}+B+Ce^{p}&=0,\\
-\frac{G}{4p}+B+Ce^{-p}&=0 .
\end{align}
Subtracting the second line from the first gives $G/(2p)+2C\sinh p=0$, so $C=-G/(4p\sinh p)$. Adding them gives $B=-C\cosh p=G\coth p/(4p)$. Inserting both constants yields \eqref{eq:profile}. $\square$

\paragraph{Proof of the theorem.} The derivative of \eqref{eq:profile} is
\begin{equation}
u'(s)=\frac{G}{2p}\left[1-\frac{p\,e^{2ps}}{\sinh p}\right].
\label{eq:slope}
\end{equation}
It vanishes when $e^{2ps}=\sinh p/p$. The exponential is monotonic, so there is one solution, and its logarithm is \eqref{eq:exact}. Because $u$ is equal at the two ends, Rolle's theorem places this point inside the line. There \eqref{eq:scaled} gives $u''=-G<0$, so it is a maximum; being the only stationary point, it is the hottest point.

The ratio $\sinh p/p$ is even in $p$ and the prefactor $1/p$ is odd. Since $p$ is proportional to $j$, reversing the current reverses $x_*$. For $p\neq0$ the ratio exceeds one, so its logarithm is positive and $x_*$ has the sign of $p$, that is, of $\tau j$.

For small $p$ put $\sinh p/p=1+z$ with $z=p^2/6+p^4/120+\dots$. Then
\begin{align}
\ln(1+z)&=z-\frac{z^2}{2}+\dots
=\frac{p^2}{6}+\left(\frac1{120}-\frac1{72}\right)p^4+\dots\nonumber\\
&=\frac{p^2}{6}-\frac{p^4}{180}+\dots
\end{align}
Dividing by $2p$ gives
\begin{equation}
\frac{x_*}{L}=\frac{p}{12}-\frac{p^3}{360}+\dots,
\end{equation}
and $Lp/12=\tau jL^2/(24\kappa)$, which is \eqref{eq:law}. $\square$

\paragraph{Remark (zero current).} At $j=0$ the line is at $T_0$ throughout and has no hottest point. The value $x_*=0$ is the limit of small current.

\paragraph{Remark (strong Thomson effect).} For large positive $p$, $\sinh p$ approaches $e^p/2$, and \eqref{eq:exact} becomes
\begin{equation}
\frac{x_*}{L}\simeq\frac12-\frac{\ln(2p)}{2p}.
\end{equation}
The hottest point approaches the end slowly, whereas the linear law would carry it out of the line. At $p=0.3$ the full formula gives $x_*/L=0.0249$ and the linear law $0.0250$; at $p=3$ the values are $0.201$ and $0.250$.

\section{Asymmetry of temperature and heat flow}

The position of a flat maximum is a delicate quantity. In scaled form, \eqref{eq:parabola} and \eqref{eq:cubic} read
\begin{equation}
u\simeq\frac G2\left(\frac14-s^2\right)+\frac{Gp}{3}\,s\left(\frac14-s^2\right).
\label{eq:pert}
\end{equation}
With $s_*=p/12$, the maximum lies above the centre by
\begin{equation}
u(s_*)-u(0)\simeq-\frac G2s_*^2+\frac{Gp}{12}s_*=\frac G2s_*^2,
\label{eq:excess}
\end{equation}
which is of second order in $p$ relative to $G$. The odd part of \eqref{eq:pert} is of first order. It is largest where $1/4-3s^2=0$, at $s=1/(2\sqrt3)$. There $1/4-s^2=1/6$, and the odd part is $Gp/(36\sqrt3)$. Two thermometers at $s=\pm1/(2\sqrt3)$ therefore differ by
\begin{equation}
\Delta=\frac{Gp}{18\sqrt3}.
\label{eq:probe}
\end{equation}

The conducted heat leaving the ends is asymmetric too. The share of the Joule heat conducted out on the right is $-u'(\tfrac12)/G$. With \eqref{eq:slope} and $e^p/\sinh p=1+\coth p$,
\begin{equation}
R=\frac12\left(1+\coth p-\frac1p\right)\simeq\frac12+\frac p6 .
\label{eq:share}
\end{equation}
The last form uses $\coth p\simeq(1/p)(1+p^2/2)/(1+p^2/6)\simeq1/p+p/3$ for small $p$. The left share is $u'(-\tfrac12)/G=\frac12(1-\coth p+1/p)$, and the two add to one. Thomson heating only redistributes heat here, because its integral $-\tau j[T(L/2)-T(-L/2)]$ vanishes for equal ends.

\section{What happens when an assumption is relaxed}

\paragraph{Proposition 1 (temperature-dependent coefficients).} Let $\kappa$, $\rho$ and $\tau$ be smooth functions of $T$, and consider the solution that tends smoothly to $T_0$ as $j\to0$. Its hottest point is odd in $j$, and
\begin{equation}
x_*=\frac{\tau(T_0)jL^2}{24\kappa(T_0)}+O(j^3).
\end{equation}

\paragraph{Proof.} The balance in Lemma 1 now reads $(\kappa T')'+\rho j^2-\tau jT'=0$. Replacing $x$ by $-x$ and $j$ by $-j$ leaves it and the end conditions unchanged. The profile for $-j$ is therefore the mirror image of that for $j$, and $x_*$ is odd. Next write $T-T_0=j^2w_2+j^3w_3+O(j^4)$. The coefficients differ from their values at $T_0$ by $O(j^2)$, and they multiply terms that are themselves at least $O(j^2)$, so their variation enters at order $j^4$. At orders $j^2$ and $j^3$ the equations are
\begin{equation}
\kappa(T_0)w_2''+\rho(T_0)=0,\qquad \kappa(T_0)w_3''=\tau(T_0)w_2',
\end{equation}
with primes meaning $d/dx$. These are the equations of Section 1, so \eqref{eq:first} holds up to $O(j^2)$. Oddness removes the $j^2$ term. $\square$

\paragraph{Proposition 2 (unequal ends).} Let $u(\pm\tfrac12)=\pm d/2$ with constant coefficients. A hottest point inside the line lies at
\begin{equation}
s_*=\frac1{2p}\left[\ln\frac{\sinh p}{p}-\ln\left(1-\frac{2pd}{G}\right)\right]
\simeq\frac p{12}+\frac dG+p\left(\frac dG\right)^2 .
\label{eq:mismatch}
\end{equation}

\paragraph{Proof.} In the proof of Lemma 2, the difference of the end conditions becomes $d=G/(2p)+2C\sinh p$. Then $u'=G/(2p)+2pCe^{2ps}=0$ gives
\begin{equation}
e^{2ps_*}=-\frac{G}{4p^2C}=\frac{\sinh p}{p\,(1-2pd/G)} .
\end{equation}
The logarithm is the first form, and expansion in $p$ gives the second. $\square$

For a fixed $d$, the term $d/G$ is even in $j$. Half the difference between the positions for $+j$ and $-j$ removes it and leaves the Thomson shift, with a relative error $12(d/G)^2$ at small $p$. Since $G\propto j^2$, a fixed mismatch dominates at sufficiently small current, and for $p\to0$ the maximum leaves the interior once $|d|/G$ reaches $1/2$. For a single current direction the linear law thus needs $|d|\ll G|p|/12$. If the positions for $+j$ and $-j$ are combined as above, $|d|\ll G$ is enough for a fixed $d$.

\paragraph{Remark (Peltier heat).} If the leads are of another metal, the current brings heat $T_0S_{\rm line}j$ per area to the right junction and takes $T_0S_{\rm lead}j$ away. The difference is released there and absorbed at the left junction. If it crosses a boundary resistance $r$ on its way to the heat sink, the ends differ by
\begin{equation}
d=2r(S_{\rm line}-S_{\rm lead})T_0j .
\label{eq:peltier}
\end{equation}
This $d$ is odd in $j$, so current reversal does not remove it. Its shift $Ld/G$ varies as $1/j$, whereas the Thomson shift varies as $j$. Line and pads with the same Seebeck coefficient avoid this source of mismatch; a thin film and a thicker pad of one metal need not have exactly the same value. Even then the unequal heat shares \eqref{eq:share} crossing $r$ leave a small mismatch odd in $j$, which changes the shift by a relative amount of about $4r\kappa/L$.

\paragraph{Remark (heat loss through the sides).} Let the line lose $g(T-T_0)$ per volume, and put $4M^2=gL^2/\kappa$. Then $u''-4M^2u-2pu'+G=0$. Without the Thomson term,
\begin{equation}
u_0=\frac{G}{4M^2}\left(1-\frac{\cosh2Ms}{\cosh M}\right),\qquad
u_0''(0)=-\frac{G}{\cosh M}.
\end{equation}
The first correction obeys $u_1''-4M^2u_1=2pu_0'=-pG\sinh(2Ms)/(M\cosh M)$. Because $(s\cosh2Ms)''-4M^2s\cosh2Ms=4M\sinh2Ms$, the solution that vanishes at both ends is
\begin{equation}
u_1=\frac{pG}{4M^2\cosh M}\left[\frac{\coth M}{2}\sinh2Ms-s\cosh2Ms\right].
\end{equation}
The shift is $s_*=-u_1'(0)/u_0''(0)$, that is
\begin{equation}
s_*=\frac{p}{12}\,\frac{3(M\coth M-1)}{M^2}.
\label{eq:loss}
\end{equation}
For $M\to0$ the second factor tends to one. For large $M$ it falls as $3/M$: side loss lowers the curvature $|u_0''(0)|$ at the centre, but it lowers the slope $u_1'(0)$, which moves the peak, by a larger factor. The shift remains odd in $j$ and, to leading order in $p$, linear.

\section{Example: a suspended aluminium line}

Take a line $50\,\mu$m long, $2\,\mu$m wide and $0.5\,\mu$m thick in vacuum, with $T_0=300$ K and $j=2$ MA/cm$^2$, or $2\times10^{10}$ A/m$^2$. Take $\rho=3.5\,\mu\Omega\,$cm, a rough value for an aluminium film, and assume $\tau=-1\,\mu$V/K. This $\tau$ only fixes an order of magnitude. The Seebeck coefficient of aluminium varies weakly near 300 K, where its diffusion and phonon-drag parts have opposite slopes, so $T\,dS/dT$ may be several times smaller and even its sign is uncertain. The shift and the odd part of the profile below are proportional to $\tau$. The Wiedemann--Franz law with the Sommerfeld Lorenz number $L_0=(\pi^2/3)(k_B/e)^2=2.443\times10^{-8}$ W$\,\Omega$/K$^2$ gives $\kappa=L_0T_0/\rho=209$ W/(m$\,$K). This is an idealization: the measured conductivity and resistivity of bulk aluminium near 300 K correspond to a Lorenz number roughly a tenth lower, which would make the shift and the temperature rise below larger by a little over 10\%. In SI units,
\begin{align}
p&=\frac{(-10^{-6})(2\times10^{10})(5\times10^{-5})}{2\times209.4}=-2.39\times10^{-3},\\
G&=\frac{(3.5\times10^{-8})(2\times10^{10})^2(5\times10^{-5})^2}{209.4}=167\ \mathrm{K}.
\end{align}
The centre is $G/8=20.9$ K above the ends. The shift is
\begin{equation}
x_*=\frac{Lp}{12}=-9.9\ \mathrm{nm}.
\end{equation}
The hottest point moves against the current because the assumed $\tau$ is negative. Reversing the current puts it at $+9.9$ nm, and halving the current halves the shift to 5.0 nm.

By \eqref{eq:excess} the maximum is only $3.3\,\mu$K above the centre. The shift is also comparable to the electron mean free path in aluminium, roughly 20 nm, so it describes a smooth continuum profile and not a locally resolved feature. The odd part of the profile is a larger signal: by \eqref{eq:probe}, points at $\pm14.4\,\mu$m differ by $12.8$ mK for constant coefficients, the left one being hotter. The right end conducts away $49.96\%$ of the Joule heat.

The small-$p$ regime is no restriction here. With $\kappa=L_0T_0/\rho$, eliminating $j$ gives a central rise $G/8=L_0T_0p^2/(2\tau^2)$. At $|p|=0.1$ this is formally $4\times10^4$ K, so the metal would melt long before the cubic term in $p$ mattered.

The neglected effects differ greatly in size. Let $\rho$ rise by $0.003$ per kelvin relative to its value at $T_0$, with $\tau\propto T$ and $\kappa\propto T/\rho$. A numerical collocation solution of the boundary-value problem then gives $-10.5$ nm, which is $5.5\%$ more than the linear law. At half the current the excess is $1.3\%$, close to the factor of four expected from Proposition 1. At the full current the same temperature dependence raises the centre to 22.0 K above the ends, and the difference between the points at $\pm14.4\,\mu$m to 14.2 mK, about 11\% more than with constant coefficients. Black-body radiation to surroundings at $T_0$, integrated over the profile and all four sides, would remove about $3\times10^{-5}$ of the Joule heat.

The ends matter far more. By \eqref{eq:mismatch}, a mismatch of 33 mK moves the peak as far as the Thomson effect does. For foreign leads with $S_{\rm line}-S_{\rm lead}=-3\,\mu$V/K and $r=10^{-9}$ m$^2$K/W, both rough, \eqref{eq:peltier} gives $d=-36$ mK and a further shift of $-10.8$ nm. A numerical solution with this resistance at both ends, constant coefficients and the Peltier heat taken at $T_0$ gives $-20.8$ nm in total, about twice the Thomson shift.

Set beside real interconnects, the chosen resistivity is somewhat above that of bulk aluminium, which allows for extra scattering in a thin film, and the current density is high for sustained use, where electromigration becomes a concern. On-chip lines are not thermally insulated at their sides, since they are embedded in a dielectric. As a rough case, let the line lose heat only downwards through oxide of thickness $h=1\,\mu$m and conductivity $k=1.4$ W/(m$\,$K). With line thickness $t$, $g=k/(ht)$ and $\sqrt{\kappa/g}\approx9\,\mu$m, so $M\approx3$. At the same current density and coefficients, \eqref{eq:loss} reduces the shift to about two thirds of its insulated value. Heat that spreads sideways and upwards through the oxide, left out of this estimate, adds to the loss. For a line of this cross-section fully surrounded by oxide, the factor is nearer one half.

Numerical values quoted here were computed with a short program.
